Spin scaling of local-density exchange and its dependence on polarization

**Problem**

This exercise derives the local density approximation (LDA) for exchange for a gas with equal numbers of spin-up and spin-down electrons and then extends it to any spin polarization. Use Hartree atomic units, so that energies are in hartree and lengths in bohr, and let every electron be either up or down along one fixed axis. Write n↑ and n↓ for the spin densities, n = n↑ + n↓ for the total density, and

ζ = (n↑ − n↓)/n

for the polarization. E_x[n↑,n↓] is the exchange energy of the Kohn–Sham determinant with these spin densities. E_x[n], with a single argument, is its value when the density n is shared equally between the spins.

(a) Show how E_x[n↑,n↓] follows from the one-argument functional.

(b) Find the constant C in E_x^LDA[n] = −C ∫ n^(4/3) d³r from the uniform electron gas.

(c) Apply (a) to (b). By what factor F(ζ) does the integrand change?

(d) Compare the fully polarized and unpolarized gases at equal total density. Explain the ratio of their exchange energies, and find F for small ζ.

(e) Evaluate the exchange energy per electron for a gas with r_s = 2 bohr, where r_s is the radius of a sphere that holds one electron on average.

(f) For the exact density of the hydrogen atom, n = e^(−2r)/π, compare the LDA with and without the spin factor to the exact exchange energy.

**Solution**

**(a) Exchange separates by spin**

Let the determinant be built from orthonormal spin orbitals χ_a(x), where x stands for position and spin. Its pair density P(x,x′) is N(N−1) times |Ψ|² integrated over all electrons but two. Orthonormality of the other N−2 orbitals leaves one contribution for each pair of occupied orbitals:

P(x,x′) = Σ_(a<b) |χ_a(x)χ_b(x′) − χ_b(x)χ_a(x′)|².

The summand vanishes for a = b and is symmetric in a and b, so the sum equals half the sum over all a and b. Expanding the square gives two equal direct terms and two equal cross terms, hence

P(x,x′) = n(x)n(x′) − |Σ_a χ_a(x)χ_a*(x′)|².

Here n(x) is the density at a given position and spin. The interaction energy is half the integral of P/|r−r′|, summed over spins. The first term gives the Hartree energy, and the second is by definition the exchange energy. Each spin orbital has a definite spin, so the sum inside the modulus vanishes when x and x′ have different spins. For equal spins it is the density matrix of that spin,

ρ_σ(r,r′) = Σ_i φ_iσ(r)φ_iσ*(r′).

Therefore

E_x[n↑,n↓] = X[n↑] + X[n↓],

X[n_σ] = −½ ∬ |ρ_σ(r,r′)|²/|r−r′| d³r d³r′.

It remains to see why X depends on n_σ alone. The orbitals of spin σ are the lowest orbitals of a Kohn–Sham potential v_σ. I assume that such a potential exists and that its ground state is nondegenerate. The density n_σ then fixes v_σ up to a constant, by the Hohenberg–Kohn theorem for noninteracting electrons, and v_σ fixes the orbitals. Since neither the kinetic energy nor the interaction depends on spin, X is the same functional for both spins.

Now fill the orbitals of v_σ with electrons of both spins. This is the ground state of an unpolarized system in the same potential. Its total density is 2n_σ, and each of its two spins contributes X[n_σ]:

E_x[2n_σ] = 2X[n_σ], so X[n_σ] = ½E_x[2n_σ].

Adding the two spins gives the spin-scaling relation

E_x[n↑,n↓] = ½E_x[2n↑] + ½E_x[2n↓].  (1)

The doubling inside the brackets is needed because the one-argument functional assumes that half of its density belongs to each spin. To describe n_σ electrons of one spin, it must be given 2n_σ electrons in all. The outer factor ½ then removes the unwanted second spin.

Relation (1) can be checked without using the density matrix. For two up electrons and one down electron on a four-site lattice, the full antisymmetric wavefunction gives an exchange energy of −1.2258 in model units. The two doubled systems give −1.6733 and −0.7784, and half their sum is again −1.2258.

The argument does not carry over to correlation. Electrons of opposite spin also correlate through their repulsion, so the correlation energy is not a sum of one term for each spin.

**(b) The constant for the uniform gas**

Consider one spin species of a uniform gas, with plane waves filled up to wavevector k. With s = r − r′, its density matrix is

ρ_σ = ∫_(p<k) e^(ip·s) d³p/(2π)³.

Its square is a double integral over p and p′ containing e^(i(p−p′)·s). The exchange energy per volume requires the integral of this exponential divided by s. With Q = p − p′,

∫ e^(iQ·s)/s d³s = 4π/Q²,

where the integral is understood with a factor e^(−μs) and the limit μ → 0 taken at the end. All pairs p, p′ with the same difference Q contribute equally. Their number is measured by V(Q), the volume common to two spheres of radius k whose centres are a distance Q apart. The exchange energy per volume of this spin is thus

x_σ = −½ ∫ (4π/Q²) V(Q) d³Q/(2π)⁶.

The common volume is a lens made of two equal spherical caps, each reaching from distance Q/2 to distance k from the centre of its sphere:

V(Q) = 2 ∫ from Q/2 to k of π(k² − z²) dz

= 2π[2k³/3 − k²Q/2 + Q³/24]

= (4πk³/3)[1 − 3Q/(4k) + Q³/(16k³)].

It vanishes for Q > 2k. Since d³Q = 4πQ² dQ, the factor Q² cancels, and the prefactor becomes −½·16π²/(64π⁶) = −1/(8π⁴). With t = Q/k,

∫ V dQ = (4πk⁴/3) ∫ from 0 to 2 of (1 − 3t/4 + t³/16) dt

= (4πk⁴/3)(2 − 3/2 + 1/4) = πk⁴.

The result for one spin is

x_σ = −k⁴/(8π³).  (2)

The density of one spin is the volume of the Fermi sphere divided by (2π)³, which is n_σ = k³/(6π²). In the unpolarized gas two such spins give n = k³/(3π²), and the exchange energy per electron is

e_x = 2x_σ/n = −[k⁴/(4π³)]·[3π²/k³] = −3k/(4π).  (3)

Inserting k = (3π²n)^(1/3) gives

e_x = −(3/4)(3/π)^(1/3) n^(1/3).

The LDA assigns to each volume element of an inhomogeneous system the exchange energy of a uniform gas with the local density. The energy per volume is n e_x, so

E_x^LDA[n] = −C ∫ n^(4/3) d³r, C = (3/4)(3/π)^(1/3) = 0.7386.  (4)

**(c) The spin factor**

Insert the doubled densities into equation (4), as relation (1) requires:

E_x^LSDA[n↑,n↓] = −(C/2) ∫ [(2n↑)^(4/3) + (2n↓)^(4/3)] d³r.

The label LSDA stands for the local spin-density approximation. From n↑ + n↓ = n and n↑ − n↓ = nζ, addition and subtraction give

2n↑ = n(1+ζ), 2n↓ = n(1−ζ).

Both terms therefore contain the factor n^(4/3), and

E_x^LSDA = −C ∫ n^(4/3) F(ζ) d³r,

F(ζ) = [(1+ζ)^(4/3) + (1−ζ)^(4/3)]/2.  (5)

In an atom or molecule both n and ζ depend in general on position, so F must stay under the integral. It may be taken outside only if it has the same value wherever there is density.

The unpolarized limit tests the factors of two. For ζ = 0 equation (5) gives F = 1, and the original LDA is recovered. Suppose instead that the inner doubling and the outer factor ½ were both left out, and the energy were written as E_x^LDA[n↑] + E_x^LDA[n↓]. Then the integrand would contain

n↑^(4/3) + n↓^(4/3) = (n/2)^(4/3)[(1+ζ)^(4/3) + (1−ζ)^(4/3)] = 2^(−1/3) n^(4/3) F(ζ).

This is too small by the factor 2^(−1/3) = 0.794 at every polarization, including ζ = 0. Because the wrong factor is the same for all ζ, it drops out of the ratio between polarized and unpolarized gases. A correct ratio therefore does not show that the energies themselves are correct.

**(d) Full polarization and small polarization**

For ζ = 1 the second term in F vanishes and the first gives

F(1) = 2^(4/3)/2 = 2^(1/3) = 1.2599.

At equal total density, the fully polarized gas thus has an exchange energy 2^(1/3) times that of the unpolarized gas. Both energies are negative, so polarization lowers the exchange energy.

The Fermi wavevector shows where this factor comes from. In the fully polarized gas one spin carries the whole density, so n = k³/(6π²). Equation (2) then gives

e_x = x_σ/n = −[k⁴/(8π³)]·[6π²/k³] = −3k/(4π).

This is the same expression as equation (3). The two gases have the same exchange energy per electron if they have the same k, in which case the polarized gas has half the total density. If they have the same total density instead, the Fermi sphere of the polarized gas must hold twice as many electrons of one spin. Its volume doubles, its radius k grows by 2^(1/3), and the exchange energy grows in proportion. The statement of the ratio is therefore incomplete unless it says what is held fixed.

There is also a picture in real space. Around an electron of spin σ at r, the density of other electrons with the same spin is reduced by |ρ_σ(r,r′)|²/n_σ(r). This is the exchange hole. Orthonormality of the orbitals gives

∫ |ρ_σ(r,r′)|² d³r′ = ρ_σ(r,r) = n_σ(r),

so the hole removes one electron in total, whatever the density. In the uniform gas its shape depends on distance through ks alone, and its radius is proportional to 1/k. Fully polarizing the gas at fixed n raises k by the factor 2^(1/3) and so makes the hole of each electron narrower. The same missing unit of charge then lies closer to the electron, and the energy is lower. At partial polarization only the majority-spin holes narrow, while the minority-spin holes widen; the derivative of F below shows that the net effect is still a lowering.

Between the limits the change is steady. For 0 < ζ < 1,

dF/dζ = (2/3)[(1+ζ)^(1/3) − (1−ζ)^(1/3)] > 0,

because the first cube root is the larger. Exchanging the two spins changes the sign of ζ and leaves F unchanged, so F is even and lies between 1 and 2^(1/3). It follows that for any density, E_x^LSDA lies between E_x^LDA and 2^(1/3) E_x^LDA.

For small ζ use the binomial series

(1±ζ)^(4/3) = 1 ± (4/3)ζ + (2/9)ζ² + …,

where the quadratic coefficient is ½·(4/3)·(1/3) = 2/9. Odd powers cancel in the sum, and the halved sum is

F(ζ) = 1 + (2/9)ζ² + (5/243)ζ⁴ + … .

The quartic coefficient is (4/3)(1/3)(−2/3)(−5/3)/24 = 5/243. Since it is small, the quadratic form works well beyond very small ζ. At ζ = 0.5 it gives 1.0556, while the full factor is 1.0570.

A lower exchange energy does not by itself mean that the gas will polarize. The kinetic energy per electron is the mean of p²/2 over the Fermi sphere and is proportional to k². At fixed n it rises by 2^(2/3) on full polarization. The balance between this cost, the gain in exchange and the change in correlation depends on the density.

**(e) A gas with r_s = 2 bohr**

The density is

n = 3/(4πr_s³) = 3/(32π) = 0.02984 bohr⁻³.

The Fermi wavevectors of the two limiting gases are

unpolarized: k = (3π²n)^(1/3) = 0.9596 bohr⁻¹,

polarized: k = (6π²n)^(1/3) = 1.2090 bohr⁻¹.

Equation (3), which holds for both gases with their own k, gives

unpolarized: e_x = −3(0.9596)/(4π) = −0.2291 hartree = −6.234 eV,

polarized: e_x = −3(1.2090)/(4π) = −0.2886 hartree = −7.854 eV.

The exchange energy is lowered by 1.620 eV per electron. At other polarizations the unpolarized value is multiplied by F. For ζ = 0.5, for instance, −0.22908 × 1.05696 = −0.24213 hartree. The results are:

ζ = 0: F = 1.0000, e_x = −0.2291 hartree

ζ = 0.25: F = 1.0140, e_x = −0.2323 hartree

ζ = 0.5: F = 1.0570, e_x = −0.2421 hartree

ζ = 0.75: F = 1.1332, e_x = −0.2596 hartree

ζ = 1: F = 1.2599, e_x = −0.2886 hartree

Half polarization yields 0.0570/0.2599, or about 22 %, of the full lowering. This reflects the nearly quadratic start of F: a strictly quadratic law would give 25 %, and the positive quartic and higher terms shift part of the gain towards large ζ.

The numerical check obtains the same five energies by integrating the squared plane-wave density matrix over distance, without using the n^(4/3) law.

**(f) The hydrogen atom**

The single electron has one spin, say up. Then n↓ = 0 and ζ = 1 everywhere, so here F may be taken outside the integral. The LDA integral is

∫ n^(4/3) d³r = π^(−4/3)·4π ∫ from 0 to ∞ of r² e^(−8r/3) dr.

The radial integral is 2/(8/3)³ = 27/256, which gives

∫ n^(4/3) d³r = 4π^(−1/3)·27/256 = (27/64)π^(−1/3).

Multiplication by −C yields the LDA without the spin factor, which treats the atom as if half an electron had each spin:

E_x^LDA = −(3/4)(3/π)^(1/3)·(27/64)π^(−1/3) = −(81/256)·3^(1/3)·π^(−2/3) = −0.2127 hartree.

With the spin factor it becomes

E_x^LSDA = 1.2599 × (−0.2127) = −0.2680 hartree.

The exact value follows from the fact that one electron does not repel itself. Exchange must cancel the Hartree energy U, so E_x = −U. To find U, count each pair of charge elements once, with the outer one at radius r. The charge inside r acts as if it were at the centre, and its amount is

q(r) = ∫ from 0 to r of 4s² e^(−2s) ds = 1 − e^(−2r)(1 + 2r + 2r²).

Hence

U = ∫ from 0 to ∞ of 4πr² n(r) q(r)/r dr

= 4 ∫ from 0 to ∞ of r e^(−2r)[1 − e^(−2r)(1 + 2r + 2r²)] dr

= 4[1/4 − (1/16 + 1/16 + 3/64)] = 4·(5/64) = 5/16.

The exact exchange energy for this density is therefore −0.3125 hartree, or −8.504 eV. The spin-scaled LDA gives −7.294 eV. Relative to the exact value, the LDA falls short in magnitude by 31.9 % without the spin factor and by 14.2 % with it.

The remaining error does not come from spin scaling. Applied to this atom, relation (1) reads E_x[n,0] = ½E_x[2n], and it holds for the exact functional. The LSDA replaces E_x[2n] by E_x^LDA[2n]. Its relative error of 14.2 % is thus the error that the LDA makes for an unpolarized two-electron system with density 2n. Spin scaling passes an approximation for unpolarized systems on to polarized ones, together with whatever error that approximation has.

Table of computed values

```
Lattice test of spin scaling (2 up, 1 down electron, model units)
  E_x[n_up,n_dn] from wavefunction = -1.225833
  E_x[2n_up] = -1.673304, E_x[2n_dn] = -0.778363
  half the sum = -1.225833
Uniform gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
  C = 0.738559 hartree bohr
  k unpolarized = 0.95958, polarized = 1.20899 bohr^-1
  zeta, F formula, e_x formula, e_x quadrature (hartree/electron)
  0.00  1.00000  -0.22908  -0.22908
  0.25  1.01397  -0.23228  -0.23228
  0.50  1.05696  -0.24213  -0.24213
  0.75  1.13318  -0.25959  -0.25959
  1.00  1.25992  -0.28863  -0.28863
  ratio polarized/unpolarized, quadrature = 1.25992
  2^(1/3) = 1.25992
  e_x unpolarized = -6.234 eV/electron
  e_x polarized   = -7.854 eV/electron
  gain on polarizing = 1.620 eV/electron
  (F-1)/zeta^2 at zeta = 0.2, quadrature = 0.2231
  2/9 = 0.2222
  1+(2/9)zeta^2 at zeta = 0.5: 1.05556
  mistake (no doubling), zeta = 0: factor 0.79370 instead of 1
Hydrogen atom, exact density, exchange energy in hartree
  LDA without spin = -0.21274
  spin-scaled LDA  = -0.26804 (libxc: -0.26804)
  exact (minus Hartree energy) = -0.31250
  error without spin = 31.9 %
  error spin-scaled  = 14.2 %
  spin-scaled LDA = -7.294 eV, exact = -8.504 eV
```
